# Critical current times normal resistance of short superconducting junctions: a numerical check

```python
"""
Result under test: zero-temperature I_c R_N of short superconducting junctions.
Andreev level of a channel: E = Delta*sqrt(1 - tau*sin(phi/2)**2)
I(phi) R_N = (pi Delta/2e) K(phi), with K the tau-weighted channel average of
sin(phi)/sqrt(1 - tau*sin(phi/2)**2).  Maximum of K over phi:
  tunnel 1, ballistic 2, diffusive 2/sinh(x) with x*tanh(x) = 1.
Symbols: Delta gap, phi phase difference, tau transmission eigenvalue,
R_N normal resistance (spin included), s = wire length / mean free path.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eig_banded
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)


def level(phi, tau):
    """Andreev level in units of Delta."""
    return np.sqrt(1 - tau * np.sin(phi / 2) ** 2)


def haar_unitary(n):
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    q, r = np.linalg.qr(z)
    d = np.diag(r)
    return q * (d / abs(d))


def maximize(f, lo=1e-3, hi=np.pi - 1e-4):
    res = minimize_scalar(lambda p: -f(p), bounds=(lo, hi), method="bounded",
                          options={"xatol": 1e-8})
    return res.x, -res.fun


# --- Levels of a random time-reversal-symmetric multichannel scatterer ---
n_ch, phi_test = 4, 2.0
u = haar_unitary(2 * n_ch)
s_matrix = u @ u.T
tau_random = np.linalg.svd(s_matrix[n_ch:, :n_ch], compute_uv=False) ** 2
phase = np.exp(0.5j * phi_test * np.repeat([1, -1], n_ch))
loop = (phase[:, None] * s_matrix.conj() * phase.conj()[None, :]) @ s_matrix
chi = np.angle(np.linalg.eigvals(loop))
levels_matching = np.sort(np.cos(chi / 2))
levels_formula = np.sort(np.repeat(level(phi_test, tau_random), 2))
level_error = np.max(abs(levels_matching - levels_formula))
assert level_error < 1e-7

# --- Full lattice junction: bound level, continuum and total current ---
# Two half-filled chains (hopping 1) joined by one weaker bond.
bond = 0.7
refl, trans = np.linalg.solve(np.array([[1, bond], [-bond, 1]]),
                              np.array([1, bond]))
tau_bond = trans ** 2
assert abs(refl ** 2 + tau_bond - 1) < 1e-12


def lattice_energies(phi, gap, half=600):
    sites = 2 * half
    band = np.zeros((3, 2 * sites), dtype=complex)
    theta = np.where(np.arange(sites) < half, phi / 2, -phi / 2)
    band[1, 0::2] = gap * np.exp(-1j * theta)
    hop = np.ones(sites)
    hop[half - 1] = bond
    hop[-1] = 0
    band[2, 0::2] = -hop
    band[2, 1::2] = hop
    w = eig_banded(band, lower=True, eigvals_only=True)
    return w[:sites].sum(), w[sites]     # ground energy, lowest positive level


def lattice_test(gap, step=0.05):
    up, lp = lattice_energies(phi_test + step, gap)
    um, lm = lattice_energies(phi_test - step, gap)
    total = (up - um) / (2 * step)
    bound = -(lp - lm) / (2 * step)
    # same finite difference of the short-junction levels
    ep = gap * level(phi_test + step, tau_bond)
    em = gap * level(phi_test - step, tau_bond)
    short = -(ep - em) / (2 * step)
    return lp / ep - 1, total / short - 1, (total - bound) / short


lat_wide = lattice_test(0.08)
lat_small = lattice_test(0.02)
# Deviations are of order gap/hopping (energy-dependent transmission).
assert abs(lat_small[0]) < 0.01
assert abs(lat_small[1]) < 0.04 and abs(lat_small[1]) < abs(lat_wide[1]) / 2
assert abs(lat_small[2]) < 0.02 and abs(lat_small[2]) < abs(lat_wide[2])


# --- Equal channels: maximize the current obtained from the level slope ---
def k_from_level(phi, tau, h=1e-5):
    slope = (level(phi + h, tau) - level(phi - h, tau)) / (2 * h)
    return -4 * slope / tau


equal = {}
for tau in (0.001, 0.5, 0.9, 0.99, 1.0):
    phi_max, k_max = maximize(lambda p: k_from_level(p, tau))
    root = np.sqrt(1 - tau)
    assert abs(k_max - 2 / (1 + root)) < 1e-6
    # the upper search limit lies 1e-4 below pi
    assert abs(phi_max - 2 * np.arcsin(np.sqrt(1 / (1 + root)))) < 1e-3
    equal[tau] = (phi_max, k_max)


def k_mixture(phi, taus):
    return np.sum(taus * np.sin(phi) / level(phi, taus)) / np.sum(taus)


phase_grid = np.linspace(0.01, np.pi - 0.001, 2001)
for _ in range(20):
    taus = rng.random(5) ** rng.uniform(0.1, 5)
    best = max(k_mixture(p, taus) for p in phase_grid)
    assert 1 - 1e-5 < best < 2      # grid error near the maximum is tiny

# --- Diffusive wire built from random thin scatterers ---
n_wire, slice_refl, n_slices, n_samples = 200, 0.05, 100, 2
s_wire = n_slices * slice_refl / (1 - slice_refl)
wire_taus = []
for _ in range(n_samples):
    r = np.zeros((n_wire, n_wire), dtype=complex)
    for _ in range(n_slices):
        v = haar_unitary(n_wire)
        a = np.sqrt(slice_refl) * (v @ v.T)
        inner = np.eye(n_wire) + r @ a.conj().T
        r = a + (1 - slice_refl) * np.linalg.solve(inner, r)
    wire_taus.append(1 - np.linalg.svd(r, compute_uv=False) ** 2)
wire_taus = np.clip(np.concatenate(wire_taus), 0, 1)
mean_tau = wire_taus.mean()
# Tolerances: sample fluctuations and weak localization, about 1/(N<tau>).
assert abs(mean_tau * (1 + s_wire) - 1) < 0.04
f_rows = []
for p in (0.5, 1.5, 2.5):
    f_sim = np.mean(wire_taus * np.sin(p) / level(p, wire_taus) ** 2)
    f_theory = brentq(lambda f: s_wire * f + 2 * np.arctan(f / 2) - p, 0, 10)
    assert abs(f_sim / f_theory - 1) < 0.04
    f_rows.append((p, f_sim, f_theory))


# --- Diffusive density 1/(2 s tau sqrt(1-tau)): quadrature and maximum ---
def density_average(g):
    """Tau-weighted average; the endpoint singularity is handled by quad."""
    return 0.5 * quad(g, 0, 1, weight="alg", wvar=(0, -0.5))[0]


def k_density(phi):
    return density_average(lambda t: np.sin(phi) / level(phi, t))


def k_diffusive(phi):
    return 2 * np.cos(phi / 2) * np.arctanh(np.sin(phi / 2))


for p in (0.4, 1.2, 2.0, 2.6):
    assert abs(density_average(lambda t: np.sin(p) / level(p, t) ** 2) - p) < 1e-6
    assert abs(k_density(p) - k_diffusive(p)) < 1e-6
x_root = brentq(lambda x: x * np.tanh(x) - 1, 0.5, 2)
k_diff = 2 / np.sinh(x_root)
phi_diff = 2 * np.arcsin(np.tanh(x_root))
phi_num, k_num = maximize(k_density, 0.5, 2.9)
assert abs(k_num - k_diff) < 1e-6 and abs(phi_num - phi_diff) < 1e-3
assert abs(k_diff - 2 * np.sqrt(x_root ** 2 - 1)) < 1e-10
k_wire = max(k_mixture(p, wire_taus) for p in phase_grid)
assert abs(k_wire / k_diff - 1) < 0.03

# --- Worked example with round model parameters ---
gap_mev, r_normal = 1.0, 100.0
unit_volt = np.pi * gap_mev * 1e-3 / 2        # pi Delta/(2e) in volt
sum_tau = const.h / (2 * const.e ** 2 * r_normal)
gap_joule = gap_mev * 1e-3 * const.e
# Independent current for sum_tau open channels, e Delta/hbar per channel
i_ballistic = sum_tau * const.e * gap_joule / const.hbar
assert abs(i_ballistic * r_normal / (2 * unit_volt) - 1) < 1e-9
statvolt = const.c * 1e-6                     # volts in one statvolt

print(f"Multichannel levels, largest error: {level_error:.1e} Delta")
print(f"Lattice bond transmission: {tau_bond:.4f}; phase {phi_test:.2f} rad")
for gap, row in ((0.08, lat_wide), (0.02, lat_small)):
    print(f"Lattice gap/hopping {gap:.2f}: level deviation {100*row[0]:.2f} %")
    print(f"  total-current deviation {100*row[1]:.2f} %")
    print(f"  continuum current / short-junction current {100*row[2]:.2f} %")
print(f"Wire: channels {n_wire}, slices {n_slices}, samples {n_samples}")
print(f"Wire: reflection per slice {slice_refl:.2f}, s = {s_wire:.3f}")
print(f"Wire mean tau: simulated {mean_tau:.4f}, 1/(1+s) {1/(1+s_wire):.4f}")
for p, f_sim, f_theory in f_rows:
    print(f"  F at phi {p:.1f} rad: simulated {f_sim:.4f}, theory {f_theory:.4f}")
print(f"Wire maximum of K: simulated {k_wire:.4f}, long wire {k_diff:.4f}")
print(f"Root of x tanh x = 1: x = {x_root:.6f}")
print(f"sin(phi/2) at diffusive maximum: {np.tanh(x_root):.6f}")
print(f"Diffusive K_max: {k_diff:.6f}")
print(f"Input gap Delta: {gap_mev:.3f} meV")
print(f"Input normal resistance R_N: {r_normal:.1f} ohm")
print(f"Sum of transmissions: {sum_tau:.3f}")
print(f"pi Delta/(2e): {unit_volt*1e3:.4f} mV")
cases = (("tunnel", 1.0, np.pi / 2),
         ("tau = 0.5", 2 / (1 + np.sqrt(0.5)), equal[0.5][0]),
         ("diffusive", k_diff, phi_diff),
         ("ballistic", 2.0, np.pi))
for name, k, p in cases:
    v = k * unit_volt
    print(f"{name}: K_max {k:.4f}, phase at maximum {np.degrees(p):.2f} deg")
    print(f"  I_c R_N = {v*1e3:.4f} mV = {v/statvolt:.4e} statvolt")
    print(f"  I_c = {v/r_normal*1e6:.3f} microampere")
print("ALL CHECKS PASSED")
```

It prints:

```
Multichannel levels, largest error: 1.1e-16 Delta
Lattice bond transmission: 0.8828; phase 2.00 rad
Lattice gap/hopping 0.08: level deviation 2.01 %
  total-current deviation -9.74 %
  continuum current / short-junction current -4.69 %
Lattice gap/hopping 0.02: level deviation 0.51 %
  total-current deviation -2.81 %
  continuum current / short-junction current -1.58 %
Wire: channels 200, slices 100, samples 2
Wire: reflection per slice 0.05, s = 5.263
Wire mean tau: simulated 0.1579, 1/(1+s) 0.1597
  F at phi 0.5 rad: simulated 0.0789, theory 0.0798
  F at phi 1.5 rad: simulated 0.2365, theory 0.2397
  F at phi 2.5 rad: simulated 0.3912, theory 0.4000
Wire maximum of K: simulated 1.3235, long wire 1.3255
Root of x tanh x = 1: x = 1.199679
sin(phi/2) at diffusive maximum: 0.833557
Diffusive K_max: 1.325487
Input gap Delta: 1.000 meV
Input normal resistance R_N: 100.0 ohm
Sum of transmissions: 129.064
pi Delta/(2e): 1.5708 mV
tunnel: K_max 1.0000, phase at maximum 90.00 deg
  I_c R_N = 1.5708 mV = 5.2396e-06 statvolt
  I_c = 15.708 microampere
tau = 0.5: K_max 1.1716, phase at maximum 99.88 deg
  I_c R_N = 1.8403 mV = 6.1386e-06 statvolt
  I_c = 18.403 microampere
diffusive: K_max 1.3255, phase at maximum 112.93 deg
  I_c R_N = 2.0821 mV = 6.9450e-06 statvolt
  I_c = 20.821 microampere
ballistic: K_max 2.0000, phase at maximum 180.00 deg
  I_c R_N = 3.1416 mV = 1.0479e-05 statvolt
  I_c = 31.416 microampere
ALL CHECKS PASSED
```
